# Kelvin and Mott Thermopower as Two Limits of One Response, part 1

(Sections cited here and not found follow in the second part.)

## The slow limit and the response of an energy shell

For electrons in a single one-dimensional parabolic band with a Fermi energy of 54.42 meV at 77 K, the Kelvin formula gives a thermopower of $+19.8\ \mu$V/K, while the Boltzmann equation with short-range defects gives $-34.1\ \mu$V/K. The carriers, the band and the temperature are the same, and yet the signs differ. The two numbers are two limits of a single response function, and the difference between them can be calculated.

Let the carriers have charge $q_c$, so that $q_c=-e$ for electrons. Let $\mu$ be the chemical potential, $\Phi$ the electric potential and $T$ the temperature. The field that a voltmeter registers is the gradient of the full electrochemical potential,

$$\mathcal E=-\nabla\left(\Phi+\frac{\mu}{q_c}\right),$$

and the thermopower $S$ is defined by $\mathcal E=S\nabla T$ when no particle current flows. With this convention carriers that transport positive energy, measured from $\mu$, give $S$ the sign of their charge.

A temperature gradient is not a term in a Hamiltonian. To use response theory we need mechanical fields with the same effect. Let $H$ be the Hamiltonian, $N$ the particle number and $K=H-\mu N$, with densities $n(x)$ and $\kappa(x)$ for $N$ and $K$. We add

$$H'=\int dx\,\left[U(x,t)\,n(x)+\psi(x,t)\,\kappa(x)\right].$$

Here $U$ is a potential energy, and the dimensionless Luttinger field $\psi$ rescales the local energy. In a charged gas $U$ includes the potential made by the displaced charge itself, because it is the total field that enters $\mathcal E$.

In static fields that vary slowly in space, equilibrium has the statistical weight

$$\exp\left\{-\frac{1}{k_BT}\int dx\,\left[(1+\psi)\kappa+Un\right]\right\}.$$

To first order this is a state with local temperature $T_{\rm loc}=T(1-\psi)$ and local chemical potential $\mu_{\rm loc}=\mu-U$. It carries no current although $T_{\rm loc}$ and $\mu_{\rm loc}$ vary in space. In the linear law for the particle current, the mechanical and statistical forces must therefore occur in combinations that vanish in this state:

$$J=-L_{11}\nabla(\mu+U)-L_{12}\left(\frac{\nabla T}{T}+\nabla\psi\right).$$

Since $U$ and $\psi$ can be chosen independently, each bracket is fixed separately. A field $\nabla\psi$ thus drives the same current as $\nabla T/T$, and $-\nabla U/q_c$ acts as $\mathcal E$.

Take both fields proportional to $e^{iqx-i\omega t}$ and write the density response as

$$\delta n=-\chi_{nn}U-\chi_{nK}\psi .$$

Continuity, $\partial_tn+\partial_xJ=0$, gives $-i\omega\,\delta n+iqJ=0$, or $J=(\omega/q)\,\delta n$. At nonzero frequency the current therefore vanishes when $\delta n$ does, which requires $U=-(\chi_{nK}/\chi_{nn})\psi$. The corresponding field is

$$\mathcal E=-\frac{\nabla U}{q_c}=\frac{1}{q_c}\frac{\chi_{nK}}{\chi_{nn}}\nabla\psi ,$$

and replacing $\nabla\psi$ by $\nabla T/T$ defines the thermopower at wavevector $q$ and frequency $\omega$:

$$S(q,\omega)=\frac{1}{q_cT}\,\frac{\chi_{nK}(q,\omega)}{\chi_{nn}(q,\omega)} .$$

The order of limits now matters. If $q\to0$ is taken first, the fields are uniform forces acting on an extended system, and the ratio describes transport. If $\omega\to0$ is taken first, the system has time to reach equilibrium in the static fields. No current then flows for any $U$ or $\psi$, so the condition $J=0$ selects nothing. What remains of the definition is the condition $\delta n=0$: we ask which potential keeps the density uniform while the local temperature varies.

This second question belongs to thermodynamics. Suppose that the system relaxes to equilibrium, that the phase is stable, and that static correlations have a range much shorter than $1/q$. The density then follows the local parameters:

$$\delta n=n(\mu-U,\;T-T\psi)-n(\mu,T)
=-\left(\frac{\partial n}{\partial\mu}\right)_TU-T\left(\frac{\partial n}{\partial T}\right)_\mu\psi .$$

Comparison with the definition of the response functions gives $\chi_{nn}=(\partial n/\partial\mu)_T$ and $\chi_{nK}=T(\partial n/\partial T)_\mu$. The factor $T$ cancels, and

$$S_{\rm slow}=\frac{1}{q_c}\,\frac{(\partial n/\partial T)_\mu}{(\partial n/\partial\mu)_T}.$$

At fixed volume and fixed density, $0=dn=(\partial n/\partial T)_\mu dT+(\partial n/\partial\mu)_Td\mu$, so the quotient equals $-(\partial\mu/\partial T)_n$. The free energy $F$ obeys $dF=-\mathcal S\,dT+\mu\,dN$, where $\mathcal S$ is the entropy. Equality of its mixed second derivatives gives $(\partial\mu/\partial T)_N=-(\partial\mathcal S/\partial N)_T$. Hence

$$\boxed{\;S_{\rm slow}=-\frac{1}{q_c}\left(\frac{\partial\mu}{\partial T}\right)_N=\frac{1}{q_c}\left(\frac{\partial\mathcal S}{\partial N}\right)_T\;}$$

at fixed volume. This is the Kelvin formula: the entropy added per particle, divided by the charge of the particle. No assumption of independent particles has been made.

The same quantity can be written through fluctuations. The grand-canonical weight is $e^{-K/k_BT}$, and $N$ commutes with $K$. Differentiating the exponent with respect to $\mu$ brings down $N/k_BT$, and differentiating it with respect to $T$ brings down $K/k_BT^2$. The derivative of the normalization subtracts the products of mean values, so that

$$\left(\frac{\partial\langle N\rangle}{\partial\mu}\right)_T=\frac{{\rm Cov}(N,N)}{k_BT},\qquad
\left(\frac{\partial\langle N\rangle}{\partial T}\right)_\mu=\frac{{\rm Cov}(N,K)}{k_BT^2},$$

$$S_{\rm slow}=\frac{1}{q_cT}\,\frac{{\rm Cov}(N,K)}{{\rm Cov}(N,N)} .$$

A three-site Hubbard ring tests this with interacting electrons. In units where the hopping energy, $k_B$ and the charge are 1, take repulsion 4, temperature 0.7 and $\mu=1$. Diagonalization gives 0.44902 for the covariance ratio. Differentiating the entropy with respect to the particle number gives 0.44902, and so does differentiating the chemical potential at fixed mean number. The ring tests the thermodynamic identity. It is too small to say anything about transport.

To see how the slow limit is connected with transport we need a model in which both can be calculated. Consider independent carriers with isotropic energy $\varepsilon$, velocity $v(\varepsilon)$ and elastic scattering that randomizes the direction of motion in a time $\tau(\varepsilon)$. Quantum interference between scattering events is left out. A carrier in the applied fields has the additional energy

$$W(\varepsilon)=U+\psi(\varepsilon-\mu).$$

The unperturbed distribution is the Fermi function $f_0(\varepsilon)$, and a prime on it denotes $d/d\varepsilon$. The field $\psi$ also changes the velocity slightly, but that change multiplies the spatial gradient of the uniform $f_0$ and drops out at first order. The force $-\partial_xW$ acts on $\partial f_0/\partial p_x=v_xf_0'$, where $p_x$ is the momentum. With angular brackets for the average over directions at fixed energy, the linear Boltzmann equation is

$$-i\omega\,\delta f+iqv_x\,\delta f-iqv_xWf_0'=-\frac{\delta f-\langle\delta f\rangle}{\tau}.$$

The collision term conserves the number of carriers on each energy shell. This remains right in the presence of the fields, because $W$ at a given point depends on energy alone, so that a surface of constant total energy is also a surface of constant $\varepsilon$.

Write $\delta f=Wf_0'\varphi$ and multiply by $\tau$. Moving the driving term and the average to the right gives

$$(1-i\omega\tau+iqv_x\tau)\,\varphi=\langle\varphi\rangle+iqv_x\tau .$$

The last term equals the bracket on the left minus $(1-i\omega\tau)$. Dividing by the bracket therefore yields

$$\varphi=1+\frac{\langle\varphi\rangle-1+i\omega\tau}{1-i\omega\tau+iqv_x\tau}.$$

Now average over directions. With $R=\langle\varphi\rangle$ and

$$A=\left\langle\frac{1}{1-i\omega\tau+iqv_x\tau}\right\rangle ,$$

we obtain $R=1+(R-1+i\omega\tau)A$. Collecting the terms in $R$ gives

$$R=\frac{1-A+i\omega\tau A}{1-A}.$$

To test this, the kinetic equation was also solved numerically, direction by direction, in one, two and three dimensions. The parameters were $q=0.9$, $\omega=0.6$ and the pairs $(v,\tau)=(0.8,0.9)$ and $(1.7,0.5)$ in dimensionless units. The direction averages agreed with $R$ to better than $10^{-10}$.

Let $g(\varepsilon)$ be the density of states, including spin. Summing the response over energy, $\delta n=\int d\varepsilon\,gWf_0'R$, and separating the parts proportional to $U$ and $\psi$, we find

$$\chi_{nn}=\int d\varepsilon\,g(-f_0')R,\qquad
\chi_{nK}=\int d\varepsilon\,g(-f_0')(\varepsilon-\mu)R .$$

The thermopower is then a weighted mean energy,

$$S(q,\omega)=\frac{1}{q_cT}\,
\frac{\int d\varepsilon\,g(-f_0')R\,(\varepsilon-\mu)}{\int d\varepsilon\,g(-f_0')R}.$$

At $\omega=0$ and nonzero $q$ the numerator and denominator of $R$ coincide, so $R=1$ on every shell, whatever its scattering time. The weight is $g(-f_0')$. This is the Kelvin formula again: with $n=\int g f_0\,d\varepsilon$ one has $(\partial n/\partial\mu)_T=\int g(-f_0')\,d\varepsilon$, while $(\partial n/\partial T)_\mu$ carries the additional factor $(\varepsilon-\mu)/T$. Scattering has disappeared because it determines how quickly equilibrium is reached and has no influence on the equilibrium itself.

For long waves and low frequencies, expand $A$ in $z=-i\omega\tau+iqv_x\tau$, using $1/(1+z)\simeq1-z+z^2$. Odd powers of $v_x$ average to zero, and in $d$ dimensions $\langle v_x^2\rangle=v^2/d$. Thus

$$A\simeq1+i\omega\tau-\omega^2\tau^2-\frac{q^2v^2\tau^2}{d}.$$

Define the diffusivity of the shell, $D(\varepsilon)=v^2\tau/d$. In the numerator of $R$ the terms $\mp i\omega\tau$ cancel, and so do the terms $\pm\omega^2\tau^2$, which leaves $Dq^2\tau$. In the denominator the leading terms are $-i\omega\tau+Dq^2\tau$. The result is

$$R\simeq\frac{Dq^2}{Dq^2-i\omega}\qquad(\omega\tau\ll1,\;qv\tau\ll1).$$

Each energy shell responds as an independent diffusing fluid. When $\omega\ll Dq^2$ on the shells that matter, they have all equilibrated and count by their density of states. When $\omega\gg Dq^2$, none has equilibrated, $R\simeq iDq^2/\omega$, and the shells count by how fast they move carriers.

If $q\to0$ at a frequency that is not small compared with $1/\tau$, put $a=1-i\omega\tau$. Then $A\simeq1/a-q^2v^2\tau^2/(d\,a^3)$. The numerator of $R$, which is $1-aA$, becomes $q^2v^2\tau^2/(d\,a^2)$, and the denominator tends to $1-1/a=-i\omega\tau/a$. Hence

$$R\simeq\frac{Dq^2}{-i\omega(1-i\omega\tau)} .$$

For $\omega\tau\gg1$ this tends to $-q^2v^2/(d\,\omega^2)$, from which $\tau$ has dropped out. The thermopower then has the value that a constant relaxation time would give, because the carriers oscillate many times between collisions.

The two orders of limits also differ in a quantum calculation without any scattering. For a chain with band energy $-2\cos k$, $\mu=-0.7$, temperature 0.3 and $q=0.01$, in units where $k_B$ and the charge are 1, the static response gives $S=-0.2344$. At $\omega=1$, far above $qv$, it gives $+0.2533$. The first value agrees with the thermodynamic quotient and the second with the average weighted by $v^2$, each to within about $2\times10^{-4}$.

The slow limit of the thermopower is the Kelvin formula, and under elastic scattering each energy shell responds at long waves and low frequencies as an independent diffusing fluid. It remains to take the transport limit, calculate how it differs from the Kelvin value, and explain the opposite signs in one dimension.
